# Negative bend resistance and positive dissipation in a ballistic lattice cross

**The argument under comment**

The argument concerns a clean cross with four arms. Current enters through one arm and leaves through a neighbouring one, and a voltmeter joins the other two. The conclusion that the measured resistance must be positive is reached in three steps:

1. A passive conductor cannot deliver power, so $P\ge 0$.
2. The power is $P=I^2R$, so $R\ge 0$.
3. A four-terminal resistance is a resistance, so it is positive too, and a negative reading shows a fault in the calculation or the wiring.

Step 1 is right. Step 2 holds when $R$ is formed from the voltage between the contacts that carry the current. Step 3 applies it to a voltage between two other contacts, where no current flows. The product of that voltage and $I$ is not a power, so step 1 says nothing about its sign.

There is also a matter of convention. Exchanging the voltmeter leads reverses the sign of any four-terminal resistance, so a claim about sign needs a stated order of contacts. I number the contacts 1 west, 2 north, 3 east, 4 south, and define the bend resistance as

$$R_B=\frac{V_4-V_3}{I},$$

with $I$ entering at 1 and leaving at 2. Contact 4 is next to the source and contact 3 next to the drain, so one expects $V_4>V_3$ in an ohmic sheet.

That expectation can be confirmed. Map a uniform sheet of sheet resistance $R_\square$ conformally onto the upper half-plane. The ends of very long arms become boundary points $x_i$, and a current $I$ entering at $x_1$ and leaving at $x_2$ gives $V(x)=-(IR_\square/\pi)\ln(|x-x_1|/|x-x_2|)$. Hence

$$R_B=\frac{R_\square}{\pi}\ln\frac{|x_3-x_1||x_4-x_2|}{|x_4-x_1||x_3-x_2|}.$$

This cross-ratio is unchanged if the half-plane is mapped to a disc, where fourfold symmetry puts the contacts at the corners of a square. For unit radius the diagonals are 2 and the sides $\sqrt2$, so the ratio is 2 and $R_B=R_\square\ln 2/\pi\approx0.221R_\square>0$. The question is what replaces this when electrons cross the junction without scattering.

**What passivity does require**

Take a phase-coherent, spin-degenerate conductor at zero temperature, zero magnetic field and small bias. Let $T_{ij}$ be the transmission from contact $j$ to contact $i\ne j$, summed over modes. Each arm has $N$ open modes and reflects $R_{ii}$ of them. Contact $i$, with chemical potential $\mu_i=-eV_i$ and occupation $f_i$, sends electrons into the conductor at the net rate

$$\frac{2}{h}\int dE\Big[(N-R_{ii})f_i-\sum_{j\ne i}T_{ij}f_j\Big].$$

Unitarity gives $N-R_{ii}=\sum_{j\ne i}T_{ij}=\sum_{j\ne i}T_{ji}$. If the transmissions are constant across the bias window, the integral is $\sum_jT_{ij}(\mu_i-\mu_j)$. Multiplying by the charge $-e$ and inserting $\mu_i=-eV_i$ gives the current entering the conductor at $i$:

$$I_i=G_0\sum_{j\ne i}T_{ij}(V_i-V_j),\qquad G_0=\frac{2e^2}{h}.$$

The power supplied is $P=\sum_iI_iV_i=G_0\sum_{ij}T_{ij}(V_i^2-V_iV_j)$. Because row and column sums agree, $\sum_{ij}T_{ij}V_i^2=\sum_{ij}T_{ij}V_j^2$. Replacing $V_i^2$ by half the sum of the two forms gives

$$P=\frac{G_0}{2}\sum_{i\ne j}T_{ij}(V_i-V_j)^2\ge0.$$

For the present wiring $I_1=I$, $I_2=-I$ and $I_3=I_4=0$. Therefore $P=I(V_1-V_2)=I^2R_{12,12}$, where $R_{12,12}=(V_1-V_2)/I$ is the two-terminal resistance. This is the quantity that must be positive.

The heat appears in the reservoirs. An electron arriving at energy $E$ releases $E-\mu_i$, and one leaving removes the same amount, so

$$Q_i=\frac2h\sum_{j\ne i}T_{ij}\int dE\,(E-\mu_i)(f_j-f_i).$$

If $\mu_j>\mu_i$, both factors are positive between the two potentials. If $\mu_j<\mu_i$, both are negative. Each integral is $(\mu_j-\mu_i)^2/2$, hence $Q_i=\frac12G_0\sum_jT_{ij}(V_i-V_j)^2$. Every reservoir that exchanges electrons with one at a different voltage is heated. This includes a voltage probe: its net current vanishes, but electrons still enter and leave it at different energies.

There is one constraint on the probes. Setting $I_3=0$ makes $V_3$ an average of the other voltages with nonnegative weights $T_{3j}$, and likewise for $V_4$. If the higher probe lay above both current contacts, its average could not reach its own value, since at least one current contact contributes in the cross. The same reasoning applies from below. Both probes thus lie between $V_2$ and $V_1$, and $|R_B|\le R_{12,12}$. The size of $R_B$ is bounded, but its sign is free.

**The symmetric cross**

Let $F$ be the transmission straight across and $S$ that into either side arm. Reflection in the diagonal that exchanges west with north and east with south reverses the current. With the voltage zero midway between the current contacts, this gives $V_1=-V_2=v$ and $V_3=-V_4=u$. Zero current at contact 3 reads

$$F(u-v)+S(u+v)+2Su=0\quad\Rightarrow\quad u=\frac{F-S}{F+3S}\,v.$$

The terms are the exchanges with the opposite contact 1 and the neighbours 2 and 4. At contact 1,

$$\frac{I}{G_0}=F(v-u)+2Sv+S(v+u)=(F+3S)v-(F-S)u.$$

Inserting $u$ gives

$$\frac{I}{G_0}=\frac{(F+3S)^2-(F-S)^2}{F+3S}\,v=\frac{8S(F+S)}{F+3S}\,v.$$

Since $V_4-V_3=-2u$ and $V_1-V_2=2v$,

$$R_B=\frac{S-F}{4G_0S(F+S)},\qquad R_{12,12}=\frac{F+3S}{4G_0S(F+S)}.$$

The bend resistance is negative when $F>S$. Contact 3 faces the source, and if more electrons go straight than turn into a given side arm, its voltage is drawn closer to the source's than that of contact 4. For $F\gg S$, $R_B\to-1/(4G_0S)$ and $R_{12,12}\to+1/(4G_0S)$, which approaches the bound. For $S\gg F$ the values are $+1/(4G_0S)$ and $3/(4G_0S)$.

**Transmissions of the lattice**

It remains to find $F$ and $S$. Take a square lattice with hopping $-t$, zero site energy, unit spacing and hard walls. The arms are $W$ sites wide and meet in a $W\times W$ square. The transverse modes are

$$\phi_n(j)=\sqrt{\tfrac{2}{W+1}}\sin\frac{\pi nj}{W+1},\qquad \varepsilon_n=-2t\cos\frac{\pi n}{W+1}.$$

An arm mode obeys $E=\varepsilon_n-2t\cos k$ and is open if $|E-\varepsilon_n|<2t$.

Let $l=0$ be the edge row of the square and $l\ge1$ the arm. For a wave incoming in mode $b$, the amplitude in mode $a$ is $\psi_l=(\delta_{ab}e^{-ikl}+s_{ab}e^{ikl})/\sqrt{\Gamma_a}$, where $\Gamma=2t\sin k$ is proportional to the velocity and normalizes the flux. The arm acts on the edge through

$$-t\psi_1=-te^{ik}\psi_0+i\sqrt{\Gamma_a}\,\delta_{ab},$$

because $-t(e^{-ik}-e^{ik})=2it\sin k=i\Gamma$. The first term is a self-energy $\Sigma=-te^{ik}$ and the second a source. If $G$ is the Green function between edge modes, then $\psi_0=iG_{ab}\sqrt{\Gamma_b}$. Comparing this with $\psi_0=(\delta_{ab}+s_{ab})/\sqrt{\Gamma_a}$ gives

$$s_{ab}=-\delta_{ab}+i\sqrt{\Gamma_a}\,G_{ab}\sqrt{\Gamma_b}.$$

For closed modes $e^{ik}$ is replaced by the real decay factor of modulus below one. These modes carry no flux but remain in $\Sigma$.

The closed square has eigenstates $\phi_m(x)\phi_n(y)$ with energies $\varepsilon_m+\varepsilon_n$. Projecting its Green function on the edge modes gives a matrix $g$ of size $4W$. Attaching the arms gives $G=g+g\Sigma G$, or $G=(1-g\Sigma)^{-1}g$, a linear system solved numerically. Summing $|s_{ab}|^2$ over the open modes of two arms gives their transmission.

**A cross one hundred sites wide**

Take $W=100$, $E=-3.4t$ and $I=10$ nA. These are model parameters, not those of a named material. A mode is open if $\cos(\pi n/101)>0.7$, which admits $N=25$ modes. The linear system gives $F=10.011$, $S=7.404$ and a reflection of 0.181. Their sum $F+2S+0.181$ is 25.00.

The numerator of $R_B$ is $S-F=-2.607$, and $4S(F+S)=4\times7.404\times17.415=515.8$. With $1/G_0=12906\ \Omega$,

$$R_B=\frac{-2.607}{515.8}\times12906\ \Omega\approx-65.2\ \Omega,$$

$$R_{12,12}=\frac{10.011+3\times7.404}{515.8}\times12906\ \Omega\approx806\ \Omega.$$

The current contacts are at $\pm4.032\ \mu$V. Contact 3 is at $+0.326\ \mu$V and contact 4 at $-0.326\ \mu$V, so $V_4-V_3=-0.652\ \mu$V. Both probes lie well inside the applied voltage. Linear response assumes that the transmissions hardly change over the corresponding energy window of about $8\ \mu$eV, which is a condition on $t$. At this energy $R_B$ varies by about $0.1\ \Omega$ across a window of $10^{-4}t$ ($t=80$ meV), by $0.9\ \Omega$ across $10^{-3}t$ ($t=8$ meV) and by $9\ \Omega$ across $10^{-2}t$ ($t=0.8$ meV).

The dissipation is $P=(10\ \text{nA})^2\times806\ \Omega\approx80.6$ fW. From the formula for $Q_i$, each current contact receives 29.4 fW and each probe 10.9 fW, and $2(29.4+10.9)=80.6$ fW. The product $I^2R_B=-6.5$ fW is not the heat of any part of the circuit.

The sign is not peculiar to this energy. At 40 equally spaced energies from $-3.6t$ to $-3.2t$, $R_B$ is negative each time, between about $-115$ and $-41\ \Omega$.

**Ballistic motion alone does not fix the sign**

It would be a second error to replace "always positive" by "negative whenever ballistic". For many modes, neglect interference and diffraction and follow rays. A ray enters from the west at a height uniformly distributed over the arm. While it crosses the width $W$, it moves sideways by $W|v_y/v_x|$. It therefore reaches the east arm with probability $\max(0,1-|v_y/v_x|)$ and otherwise enters a side arm. Wall reflections in an arm reverse only the transverse velocity, so the ray does not return.

On the energy contour $\cos k_x+\cos k_y=-E/2t$, and $|v_y/v_x|=\sin k_y/\sin k_x$ for positive wave numbers. Consider $-4t<E<0$. Then

$$\sin^2k_x-\sin^2k_y=(\cos k_y+\cos k_x)(\cos k_y-\cos k_x)$$

is positive when $k_y<k_x$, so the rays that can go straight have $k_y$ below the diagonal point $k_x=k_y=k_d$. Let $k_F$ be the contour's intercept on an axis. Setting $k_x=k_y$, and then $k_x=0$, gives

$$\cos k_d=-\frac{E}{4t},\qquad \cos k_F=-\frac{E}{2t}-1.$$

The mode sum becomes an integral over $k_y$ with density $W/\pi$, so $N=Wk_F/\pi$ and

$$F=\frac W\pi\int_0^{k_d}\Big(1-\frac{\sin k_y}{\sin k_x}\Big)dk_y.$$

Along the contour $\sin k_y\,dk_y=-\sin k_x\,dk_x$. The second term thus integrates to $k_F-k_d$, and

$$\frac FN=\frac{k_d-(k_F-k_d)}{k_F}=\frac{2k_d}{k_F}-1.$$

Near the band bottom, put $\delta=1+E/4t$. Expanding the cosines gives $k_d=\sqrt{2\delta}$ and $k_F=2\sqrt\delta$, so $F/N\to\sqrt2-1\approx0.414$. Without reflection $S=(N-F)/2$, hence $S/N\to0.293$ and $R_B<0$. As $E\to0$, $k_d\to\pi/2$ and $k_F\to\pi$, so $F/N\to0$. The velocities then point along the diagonals, the rays turn into the side arms, and $R_B>0$.

The sign changes where $F=S=N/3$, that is $k_d/k_F=2/3$. Write $k_d=2q$, $k_F=3q$ and $c=\cos q$. Since $\cos k_F=2\cos k_d-1$,

$$4c^3-3c=4c^2-3\quad\Rightarrow\quad(c-1)(4c^2-3)=0.$$

The root $c=1$ is the band bottom, where the ratio tends to $1/\sqrt2$ and not $2/3$. The other admissible root is $c=\sqrt3/2$, so $k_d=\pi/3$ and $E=-2t$. In the ray limit $R_B$ is negative for $-4t<E<-2t$ and positive for $-2t<E<0$. The positive range comes from the warping of the lattice contour and holds for arms along the lattice axes. With arms along the lattice diagonals the same ray count gives an $F/N$ that rises from 0.414 at the band bottom to 0.50 at $-2t$ and 0.83 at $-0.1t$, so $R_B$ stays negative. For a circular Fermi contour and sharp corners the ray value is $F/N=\sqrt2-1$ and $R_B<0$ at any density.

The wave calculation can be set beside this limit. I average $F$, $S$ and $N$ over six energies in a window $0.08t$ wide, and form $NG_0R_B$ from the averages, for $W=120$. Six energies do not fix the last digit: with 81 energies in the same window $F/N$ moves by up to 0.003 and $NG_0R_B$ by up to 0.005 (to 0.398 and $-0.123$ at $-3.4t$), with no change of sign.

| $E/t$ | $F/N$, waves | $F/N$, rays | $NG_0R_B$, waves |
|---|---|---|---|
| $-3.4$ | 0.401 | 0.395 | $-0.128$ |
| $-3.0$ | 0.382 | 0.380 | $-0.090$ |
| $-2.0$ | 0.333 | 0.333 | $-0.003$ |
| $-1.2$ | 0.276 | 0.277 | $+0.092$ |
| $-0.4$ | 0.176 | 0.177 | $+0.244$ |

Small departures of $F$ and $S$ from their ray values matter more for $R_B$, which contains the difference $S-F$. With $f=F/N$ and $S/N=(1-f)/2$, the ray result is $NG_0R_B=(1-3f)/[2(1-f^2)]$. At $E=-3.4t$ this is $-0.110$, against $-0.128$ from the waves. Inserting the wave value $f=0.4008$ in the same formula gives $-0.121$. The remainder comes from reflection, absent for rays, which lowers $S/N$ from $(1-f)/2=0.2996$ to the computed $0.2955$. At that energy $F/N$, averaged densely over the same window, falls from 0.420 to 0.402, 0.398 and 0.396 as $W$ grows from 30 to 60, 120 and 240, towards the ray value 0.395.

The narrowest cross shows the opposite limit. For $W=1$ all arms meet at one site, so $G=1/(E-4\Sigma)$. With $E=-2t\cos k$ the denominator is $2t\cos k+4it\sin k$, and every transmission equals

$$\Gamma^2|G|^2=\frac{4\sin^2k}{4\cos^2k+16\sin^2k}=\frac{\sin^2k}{1+3\sin^2k}.$$

Then $F=S$ and $R_B=0$ at every energy inside the band, although nothing in the cross is disordered.

**Correction requested**

Step 3 should be withdrawn. Passivity requires $R_{12,12}\ge0$. The further bound $|R_B|\le R_{12,12}$ comes from the transmissions being nonnegative and the probes drawing no current. In the symmetric cross the sign of $R_B$ is that of $S-F$, which has to be calculated for the given width and energy. If the symmetry is broken, the two-parameter formula no longer applies and the contact equations must be solved with all the $T_{ij}$. In a ballistic cross a negative reading is therefore no evidence, by itself, of a fault or of a source of power. In a uniform ohmic cross, where $R_B=R_\square\ln2/\pi$, it would still call for an explanation.
